# Choosing Settings for a Climbing-Image Elastic Band of Unit Spins

## What the setting protects against

A magnetic bit keeps its state for a time governed mainly by the energy barrier \(E_b\) divided by \(k_BT\). An elastic-band calculation can give a wrong barrier while reporting convergence. In the chain treated below, a band started from exactly uniform rotation settles at 90.25 mRy, but a reversal saddle exists at 75.06 mRy. At 300 K, where \(k_BT=1.900\) mRy, the difference changes \(E_b/k_BT\) by \(15.19/1.900=7.99\). With an unchanged prefactor, the estimated lifetime is then too long by \(e^{7.99}\approx3000\).

Two other faults come from treating spins as ordinary vectors. The raw energy gradient need not vanish at a spin saddle, so it cannot serve as a convergence measure. Straight interpolation also changes the lengths of the moments. The geodesic elastic band keeps every spin on its unit sphere, and the climbing image drives one configuration to a stationary point. A Hessian then decides whether that point is the required kind of saddle.

## The energy and its assumptions

Let \(\mathbf m_i\), \(i=1,\ldots,N\), be the directions of rigid magnetic blocks in an open chain, with

\[
E=-J\sum_{i=1}^{N-1}\mathbf m_i\!\cdot\!\mathbf m_{i+1}
-K\sum_i m_{iz}^2+D\sum_i m_{ix}^2+h\sum_i m_{iz}.
\]

Here \(J,K,D>0\), \(z\) is the easy axis and \(x\) the hard axis. The field energy \(h>0\) opposes the up state. Dipolar fields are left out. Energies are in mRy and angles in radians.

For a small uniform tilt \(\theta\) from up in the \(yz\) plane, the energy per block changes by

\[
K\sin^2\theta-h(1-\cos\theta)\simeq\tfrac12(2K-h)\theta^2 .
\]

The hard axis and non-uniform tilts only add positive terms, so up is a minimum for \(h<2K\). Down is lower by \(2Nh\).

An electronic-structure calculation would replace this \(E\) by a total energy at constrained moment directions. If the moment lengths \(\ell\) relax at each set of directions, then \(\partial E/\partial\ell=0\), and the chain rule leaves only the explicit derivative with respect to direction. The band equations therefore stay the same, provided the relaxed energy is a smooth function of the directions.

## Which force can move a spin

Write \(\mathbf g_i=\partial E/\partial\mathbf m_i\). Differentiating \(\mathbf m_i\cdot\mathbf m_i=1\) shows that an allowed velocity \(\mathbf v_i\) obeys \(\mathbf m_i\cdot\mathbf v_i=0\). The energy then changes at the rate \(\sum_i\mathbf g_i\cdot\mathbf v_i\), to which the radial part of \(\mathbf g_i\) contributes nothing. The usable force is

\[
\mathbf F_i=-\left[\mathbf g_i-(\mathbf m_i\cdot\mathbf g_i)\mathbf m_i\right].
\]

At a stationary point \(\mathbf F_i=0\), which means \(\mathbf g_i=(\mathbf m_i\cdot\mathbf g_i)\mathbf m_i\). The raw gradient has no tangent part there, but its radial part is in general not zero. At the saddle below its norm is 590 mRy, while the tangent force is about \(10^{-6}\) mRy/rad. A convergence threshold for a stationary point must refer to the tangent force.

## Distance and motion on the spheres

For two directions \(\mathbf m,\mathbf m'\) let

\[
l=\operatorname{atan2}(|\mathbf m\times\mathbf m'|,\mathbf m\cdot\mathbf m'),
\qquad \mathbf u=\mathbf m'-(\mathbf m\cdot\mathbf m')\mathbf m .
\]

Since \(\mathbf m\cdot\mathbf m'=\cos l\), we have \(|\mathbf u|^2=1-2\cos^2l+\cos^2l=\sin^2l\). Hence \(\mathbf m'=\mathbf m\cos l+(\mathbf u/|\mathbf u|)\sin l\), a rotation along a great circle. This motivates the pair

\[
\log_{\mathbf m}\mathbf m'=l\,\frac{\mathbf u}{|\mathbf u|},\qquad
\exp_{\mathbf m}\mathbf v=\mathbf m\cos|\mathbf v|+\frac{\mathbf v}{|\mathbf v|}\sin|\mathbf v| ,
\]

in which the second undoes the first. The projected chord \(\mathbf u\) has length \(\sin l\), which shrinks once \(l\) exceeds \(90^\circ\); the logarithm keeps the full angle. For antipodal spins \(\mathbf u=0\) and the direction is undefined, so no spin may turn by \(180^\circ\) between neighbouring images.

The distance between two images is \(L=(\sum_i l_i^2)^{1/2}\). Full reversal turns each spin by at least \(\pi\), so every reversal path has length at least \(\pi\sqrt N\). Uniform rotation attains this bound. The shortest path need not have the lowest barrier.

## Tangent and springs

At image \(p\), let \(\tau_+\) be the logarithm to the next image and \(\tau_-\) minus the logarithm to the previous one. Both point forward along the band. On a slope, the tangent \(t\) is the normalised vector on the side of the neighbour with higher energy.

The reason appears when the image is displaced by a small \(x\) across the band, with its neighbours fixed and close enough for curvature to be neglected. Let energy rise forwards, so that \(F=-ft\) with \(f>0\). The force across the band is \(F_\perp=F-(F\cdot t)t\). With \(\mathcal H\) the matrix of second derivatives restricted to directions across the band, its transverse change is

\[
\delta F_\perp=-\mathcal Hx-(F\cdot t)\,\delta t=-\mathcal Hx+f\,\delta t .
\]

If \(t\) points to the next, higher image, displacing the present one gives \(\delta t=-x/L\), and the extra force \(-fx/L\) is restoring. If \(t\) comes from the lower image, \(\delta t=+x/L\), and the extra force drives a kink.

At an energy extremum both vectors are used. Let \(a\) and \(b\) be the larger and smaller of the two absolute energy differences to the neighbours. The vector on the side of the higher neighbour gets weight \(a\), the other gets \(b\), and the sum is normalised. As one difference passes through zero, \(b\to0\), so the mixture joins the slope rule continuously.

An ordinary image moves under

\[
G=F-(F\cdot t)t+k(L_+-L_-)t,
\]

where \(L_\pm\) are the distances to the next and previous images. The first two terms are perpendicular to \(t\) and the last is parallel to it, so \(G=0\) requires both parts to vanish. The spring constant \(k\) therefore sets how fast the spacing evens out and does not appear in the final condition.

## Why the climbing image finds a stationary point

The climbing image has no spring. Its force is

\[
G_c=F-2(F\cdot t)t=RF,\qquad R=1-2tt^{\mathsf T}.
\]

Because \(t^{\mathsf T}t=1\), \(R^2=1-4tt^{\mathsf T}+4tt^{\mathsf T}=1\). Thus \(R\) is invertible, and \(G_c=0\) if and only if \(F=0\). It also preserves length, so \(|G_c|=|F|\).

Near a stationary point, \(F=-Hx\), where \(H\) is the tangent-space Hessian. The variation of \(R\) multiplies \(F=0\) and drops out at first order, leaving

\[
\frac{dx}{ds}=-RHx,
\]

with \(s\) the relaxation parameter. If \(t\) is the eigenvector of the single negative eigenvalue \(\lambda_1\), \(R\) reverses that sign and leaves the others alone. The decay rates are \(|\lambda_1|,\lambda_2,\ldots\), all positive.

A real band has a slightly wrong tangent. Suppose it lies at angle \(\alpha\) from the unstable mode, in the plane of that mode and one stable mode, with \(H=\operatorname{diag}(-a,b)\) and \(a,b>0\) now denoting curvatures. Then

\[
RH=\begin{pmatrix}a\cos2\alpha&-b\sin2\alpha\\ a\sin2\alpha&b\cos2\alpha\end{pmatrix},
\]

with determinant \(ab\) and trace \((a+b)\cos2\alpha\). Both eigenvalues have positive real part when \(\alpha<45^\circ\). In this two-mode case the overlap \(|\cos\alpha|\) must exceed 0.71. With more modes involved, the eigenvalues of the full \(RH\) decide.

## The Hessian that certifies the result

To second order, motion along geodesics with tangent vectors \(\mathbf v_i\) is

\[
\mathbf m_i(s)=\mathbf m_i+s\mathbf v_i-\tfrac12s^2|\mathbf v_i|^2\mathbf m_i .
\]

Let \(A\) be the ordinary matrix of second derivatives of \(E\). Substitution gives

\[
E(s)=E(0)+s\sum_i\mathbf g_i\cdot\mathbf v_i
+\tfrac12s^2\Big[v^{\mathsf T}Av-\sum_i(\mathbf m_i\cdot\mathbf g_i)|\mathbf v_i|^2\Big].
\]

The bracket defines \(H\). Its second term comes from the curvature of the spheres and remains at the saddle whenever the radial gradient is not zero there.

A first-order saddle has one negative eigenvalue of \(H\) and no zero ones. To show that it belongs to the wanted reversal, displace it both ways along the unstable mode and descend. One side must reach up and the other down. These checks certify a saddle between the two states; they do not prove that no lower one exists.

## How a symmetric start produces a false saddle

Restrict all spins to the \(yz\) plane with polar angles \(\theta_i\):

\[
E=-J\sum_{i=1}^{N-1}\cos(\theta_{i+1}-\theta_i)-K\sum_i\cos^2\theta_i+h\sum_i\cos\theta_i .
\]

For equal angles the derivative per block is \(\sin\theta(2K\cos\theta-h)\). Apart from up and down it vanishes at \(\cos\theta=c=h/2K\). Relative to up, using \(h=2Kc\), the energy is

\[
N(-Kc^2+hc+K-h)=N(Kc^2+K-2Kc)=NK(1-c)^2 .
\]

Now add small in-plane deviations \(\delta_i\). Exchange contributes \(\frac J2\sum(\delta_{i+1}-\delta_i)^2\), and each block has local curvature

\[
2K\cos2\theta-h\cos\theta=2K(2c^2-1)-2Kc^2=-2K(1-c^2).
\]

The free-end modes are \(\delta_i=\cos[\pi q(i-\tfrac12)/N]\), \(q=0,\ldots,N-1\). Inside the chain, the sum of the two neighbours of \(\delta_i\) is \(2\cos(\pi q/N)\delta_i\). At the ends, the mode has equal values on the end site and on a fictitious site beyond it, so the missing bond costs nothing. The eigenvalues are therefore

\[
\lambda_q=2J\left[1-\cos(\pi q/N)\right]-2K(1-c^2).
\]

The uniform mode \(q=0\) is always unstable here. Uniform rotation passes through a first-order saddle only if \(\lambda_1>0\), or

\[
N<N_c=\frac{\pi}{\arccos[1-K(1-c^2)/J]}\qquad(K(1-c^2)<2J).
\]

For \(J\gg K\), expanding the cosine gives \(N_c\simeq\pi\sqrt{J/[2K(1-c^2)]}\). Stiff exchange favours coherent rotation; a longer chain can lower its barrier by bending.

A perfectly uniform starting band cannot discover this. With all spins equal, the exchange gradient is radial, every spin feels the same tangent force, and the images remain uniform. The climbing force reverses the \(q=0\) direction, but the unstable \(q=1\) direction is perpendicular to \(t\) and is never excited, apart from rounding errors. The remedy must break the right symmetry. The \(q=1\) mode is odd under exchange of the two chain ends, so a band that is symmetric under this exchange cannot excite it, even if its spins are unequal. A common tilt out of the \(yz\) plane leaves all spins equal and does not help either. A suitable start is one in which the spins turn one after another from one end of the chain to the other. Small random displacements also contain an odd component, which grows exponentially at the climbing image at the rate \(|\lambda_1|\). The band escapes the false saddle if this growth lifts the force above the tolerance before convergence is declared, so very weak noise combined with a loose tolerance can still leave it trapped.

There is also a long-chain limit. At \(h=0\) and slow variation along the chain, a wall with profile \(\theta(x)\), \(x\) counted in blocks, has energy

\[
\int\!\left[\tfrac J2\theta'^2+K\sin^2\theta\right]dx
\ \ge\ \sqrt{2JK}\int_0^\pi\sin\theta\,d\theta=2\sqrt{2JK}.
\]

The inequality is \(p^2+q^2\ge2pq\) with \(p=\sqrt{J/2}\,|\theta'|\) and \(q=\sqrt K\sin\theta\); equality holds for \(p=q\), which fixes the wall shape. In this limit the cost of a wall no longer grows with \(N\), unlike \(NK\) for coherent rotation. Extrapolating a coherent barrier with volume then overestimates stability.

## Worked example: ten blocks

Take the round model values \(J=100\), \(K=10\), \(D=5\), \(h=1\) mRy and \(N=10\), with 12 images including the ends. Here \(c=1/20=0.05\) and \(N_c=6.97\), so coherent rotation should fail as a first-order saddle.

The sequential starting band was relaxed without climbing, and its highest image was then made to climb. The result is a barrier of 75.0618 mRy, or 1021 meV. The polar angles at the saddle, from one end of the chain to the other, are

\[
145.7,\ 140.0,\ 128.3,\ 110.3,\ 87.7,\ 65.1,\ 46.5,\ 33.5,\ 25.6,\ 21.8\ \text{degrees}.
\]

This is a wall with its centre near the fifth block. The mean \(m_z\) is \(+0.126\), so the top is passed before half of the magnetisation has reversed. The band is 11.41 rad long, against 9.93 rad for coherent rotation: the longer path has the lower barrier.

An independent check uses no band. Setting \(\partial E/\partial\theta_i=0\) gives

\[
\sin(\theta_{i+1}-\theta_i)=\sin(\theta_i-\theta_{i-1})
+\frac{K\sin2\theta_i-h\sin\theta_i}{J},
\]

with the bond terms beyond both ends equal to zero. One chooses \(\theta_1\), builds the chain, and adjusts \(\theta_1\) until the last bond term vanishes. At the first block,

\[
\frac{10\sin291.36^\circ-\sin145.68^\circ}{100}
=\frac{-9.31-0.56}{100}=-0.099,
\]

so the next angle is smaller by \(5.7^\circ\), as listed. The full shooting solution reproduces the barrier to all printed digits and the angles to \(10^{-7}\) rad. The scan, whose range leaves out the up and down states, found three planar stationary states. The wall, its mirror image along the chain and the coherent state account for them. A finite scan with bond angles below \(90^\circ\) is not a proof of completeness.

The lowest Hessian eigenvalues are \(-4.51\), \(10.00\) and \(15.30\) mRy/rad². The second can be derived. If \(D=0\), rotating the saddle about \(z\) costs no energy, so the displacement \(\sin\theta_i\) along \(x\) has eigenvalue zero. Since \(m_{ix}=0\) at the saddle, restoring \(D\) changes neither the state nor its radial gradient and adds \(2D=10\) to this mode. Descent from the two sides ends at mean \(m_z=-1\) and \(+1\), which confirms the connection.

The overlap of the band tangent with the unstable mode is 0.9987, an angle of about \(3^\circ\). The slowest climbing rate, 4.54 mRy/rad², is close to the ideal \(|\lambda_1|=4.51\).

The exactly uniform start, relaxed to a force of \(10^{-3}\) mRy/rad, instead gives \(10\times10\times0.95^2=90.25\) mRy. Its two negative eigenvalues are \(-19.95\) and \(-10.16\) mRy/rad², in agreement with \(\lambda_0\) and \(\lambda_1\). For six blocks, below \(N_c\), even the sequential start arrives at the coherent barrier, \(6\times10\times0.95^2=54.15\) mRy, with one negative eigenvalue.

At 300 K the forward stability factor is \(75.06/1.900=39.5\). The backward barrier is larger by \(2Nh=20\) mRy, namely 95.06 mRy. Reflection along the chain and \(y\to-y\) give four equivalent wall saddles; a rate calculation must count them and supply a prefactor, neither of which is contained in \(E_b\).

## Choosing the settings

**Number of images.** Without climbing, the barrier is read from the highest image. Near the saddle, if the path follows the unstable mode, an image at distance \(d\) lies low by \(|\lambda_1|d^2/2\). With spacing \(L\), the worst case is \(d=L/2\), an error of \(|\lambda_1|L^2/8\). The mean spacing here is \(11.41/11=1.04\) rad, which gives \(4.51\times1.04^2/8\approx0.6\) mRy, or 0.8% of the barrier.

The actual gain from climbing was much smaller, 0.0012 mRy, because the highest image already lay near the top. Its tangent force was 0.1035 mRy/rad, and the quadratic estimate \(F^2/(2|\lambda_1|)=0.1035^2/9.01=0.0012\) mRy accounts for the gain. Climbing removes the dependence on this accident of placement. Enough images are still needed to give a tangent close to the unstable mode and to keep neighbouring spins well away from antipodal.

**Force tolerance.** With \(x=-H^{-1}F\), the energy error near the saddle is

\[
E-E_s=\tfrac12x^{\mathsf T}Hx=\tfrac12F^{\mathsf T}H^{-1}F,
\qquad |E-E_s|\le\frac{|F|^2}{2\min_j|\lambda_j|}.
\]

For an error of about 0.01 mRy here, the quadratic estimate gives \(|F|=\sqrt{2\times4.51\times0.01}=0.30\) mRy/rad. Higher-order terms shift the error slightly, so a strict limit needs a somewhat smaller force. A reliable Hessian may justify a tighter value. A small force does not exclude a false saddle.

**Step.** One update with step \(\eta\) multiplies a mode of real rate \(\lambda\) by \(1-\eta\lambda\), so stability requires \(0<\eta\lambda<2\). At the down state, the stiffer of the two ends because the field favours it, every rate is below \(4J+2K+2D+h=431\) mRy/rad². For that state the step 0.003 rad²/mRy gives \(\eta\lambda<1.30\). The ends are fixed, however, and for the moving images the slope term \(f/L\) found above adds to the stiffness and can lift the fastest rate of the band slightly above 431. This value is therefore a guide, and some margin is needed.

**Spring constant.** Along a nearly straight band, the spring force is \(k\) times the second difference of the image displacements, with rates below \(4k\). For \(k=50\) mRy/rad² this is 200, softer than exchange. A much larger \(k\) would force a smaller step; a much smaller one would even out the spacing slowly.

**Start and final check.** Use a starting band that is neither uniform nor symmetric under exchange of the chain ends, and try more than one start if several mechanisms are plausible. If the band shows an intermediate minimum, treat each segment separately. Then compute the Hessian and descend both ways. As \(D\to0\), the eigenvalue \(2D\) vanishes and the four wall saddles merge into two rings of equal-energy saddles, one for each end of the chain at which the wall enters. Convergence around a ring becomes slow, and the zero mode must be set aside before negative eigenvalues are counted.

The numerical output below lists the band energies and the remaining values.

## Computed values

```
J, K, D, h = 100, 10, 5, 1 mRy
blocks 10, images including ends 12
spring 50 mRy/rad^2, step 0.003 rad^2/mRy
plain-band steps 1195, climbing steps 846
climbing image index, counted from 0: 5
highest plain image: energy 75.06062 mRy
highest plain image: tangent force 0.1035 mRy/rad
final band: image, energy above up state (mRy), mean mz
   0      0.0000    1.0000
   1     10.4687    0.9475
   2     35.6790    0.8021
   3     59.5939    0.5950
   4     72.0403    0.3622
   5     75.0618    0.1255
   6     72.7949   -0.1134
   7     65.2092   -0.3536
   8     48.2918   -0.5894
   9     20.2236   -0.7992
  10     -8.2508   -0.9467
  11    -20.0000   -1.0000
geodesic band length 11.4064 rad
coherent path length 9.9346 rad
saddle polar angles (degrees), sites 1 to 10:
  145.68 140.01 128.26 110.27 87.74 65.08 46.54 33.52 25.55 21.80
forward barrier, climbing image 75.061814 mRy
forward barrier, shooting 75.061814 mRy
forward barrier 1021.27 meV
backward barrier 95.061814 mRy
planar stationary states found by shooting: 3
largest saddle-angle difference 9.5e-08 rad
saddle tangent force 9.7e-07 mRy/rad
saddle raw gradient norm 589.671 mRy
lowest three Hessian eigenvalues (mRy/rad^2): -4.5054 10.0000 15.2987
out-of-plane mode eigenvalue 10.00000 mRy/rad^2
overlap of band tangent and unstable mode 0.99874
smallest climbing rate, real part 4.5401 mRy/rad^2
mean mz after descent on the two sides -1.0000, 1.0000
short chain, 6 blocks: barrier 54.15000 mRy
short chain, coherent formula 54.15000 mRy
coherent saddle loses first order above N = 6.974
false saddle, 10 blocks: energy 90.25000 mRy
false saddle, lowest three eigenvalues (mRy/rad^2): -19.9500 -10.1613 10.0000
thermal energy at 300 K 1.90009 mRy
thermal stability factor 39.504
```
